# When is a two-electron CI vector a single determinant?

## Problem

Two electrons occupy four orthonormal spin orbitals, labelled 1 to 4, with creation operators $a_i^\dagger$. A general state is the CI vector

$$|\Psi\rangle=\sum_{i<j}c_{ij}\,a_i^\dagger a_j^\dagger|0\rangle ,$$

with six complex coefficients, not all zero. It is a single determinant if two orbitals $\phi=\sum_i\phi_i\,|i\rangle$ and $\chi=\sum_i\chi_i\,|i\rangle$ exist such that

$$|\Psi\rangle=a^\dagger(\phi)\,a^\dagger(\chi)|0\rangle,\qquad a^\dagger(\phi)=\sum_i\phi_i a_i^\dagger .$$

The orbitals may mix all four spin orbitals, including different spins.

(a) Find a necessary and sufficient condition on the $c_{ij}$ for $|\Psi\rangle$ to be a single determinant.

(b) If the condition fails, what is the largest weight that one determinant can have in the normalized state?

(c) For H$_2$ in the STO-3G basis, at separations 0.74 and 2.00 angstrom, how far is the full CI ground state from a determinant, and how much energy is lost by insisting on one?

## A tempting answer to (a)

Expand the determinant. Terms with $i=j$ vanish because $(a_i^\dagger)^2=0$. A term with its indices in the wrong order changes sign when it is reordered. Hence

$$c_{ij}=\phi_i\chi_j-\phi_j\chi_i. \tag{1}$$

These are six equations. The unknowns are the four components of $\phi$ and the four of $\chi$, eight in all. Five unknowns can be used to fit five coefficients, and three are left over, more than enough to fit the sixth. So every CI vector is a single determinant for suitable orbitals, and no condition is needed.

## Where it fails

The vector with $c_{12}=c_{34}=1$ and all other coefficients zero is a counterexample. Suppose it had the form (1). The equations for $c_{13}$ and $c_{23}$ would read

$$\phi_1\chi_3-\chi_1\phi_3=0,\qquad \phi_2\chi_3-\chi_2\phi_3=0 .$$

They are linear and homogeneous in $(\chi_3,\phi_3)$, with determinant $-\phi_1\chi_2+\chi_1\phi_2=-c_{12}\neq0$. Therefore $\chi_3=\phi_3=0$. The equations for $c_{14}$ and $c_{24}$ give $\chi_4=\phi_4=0$ in the same way. Then $c_{34}=\phi_3\chi_4-\phi_4\chi_3=0$, which contradicts $c_{34}=1$.

The fault lies in the three left-over unknowns. Mix the two occupied orbitals with each other:

$$\phi'=\alpha\phi+\beta\chi,\qquad \chi'=\gamma\phi+\delta\chi .$$

Inserting this in (1), the $\alpha\gamma$ and $\beta\delta$ terms cancel, and

$$\phi'_i\chi'_j-\phi'_j\chi'_i=(\alpha\delta-\beta\gamma)(\phi_i\chi_j-\phi_j\chi_i).$$

If $\alpha\delta-\beta\gamma=1$, no coefficient changes. One equation on four numbers leaves three free parameters, and these are the three that were to fit the sixth coefficient. They cannot move it. A determinant depends on the space spanned by its occupied orbitals and on a factor, so rotations among occupied orbitals are redundant.

The corrected count is $8-3=5$ parameters for six coefficients. This suggests one condition, but a count does not supply the condition or prove that it suffices.

## Right solution of (a)

**A condition that every determinant obeys.** Define the pair operator $A^\dagger=\sum_{i<j}c_{ij}a_i^\dagger a_j^\dagger$, so that $|\Psi\rangle=A^\dagger|0\rangle$, and square it. Products of two pairs that share an index vanish. The surviving products combine 12 with 34, 13 with 24, and 14 with 23. Each occurs twice, because pairs of creation operators commute with each other. Reordering gives

$$a_1^\dagger a_3^\dagger a_2^\dagger a_4^\dagger=-a_1^\dagger a_2^\dagger a_3^\dagger a_4^\dagger,\qquad
a_1^\dagger a_4^\dagger a_2^\dagger a_3^\dagger=+a_1^\dagger a_2^\dagger a_3^\dagger a_4^\dagger ,$$

with one interchange in the first case and two in the second. Thus

$$(A^\dagger)^2=2P\,a_1^\dagger a_2^\dagger a_3^\dagger a_4^\dagger,\qquad
P=c_{12}c_{34}-c_{13}c_{24}+c_{14}c_{23}. \tag{2}$$

For a determinant, $A^\dagger=a^\dagger(\phi)a^\dagger(\chi)$. Its square is

$$a^\dagger(\phi)a^\dagger(\chi)a^\dagger(\phi)a^\dagger(\chi)=-[a^\dagger(\phi)]^2[a^\dagger(\chi)]^2=0 ,$$

since no orbital can be filled twice. The four-fold product in (2) is not zero, so $P=0$. This is the Plücker relation.

**Change of orbitals.** Let $a_i^\dagger=\sum_pU_{pi}b_p^\dagger$ with $U$ unitary. In the product $a_1^\dagger a_2^\dagger a_3^\dagger a_4^\dagger$ only terms with four different $b^\dagger$ survive, and ordering them supplies the signs of a determinant:

$$a_1^\dagger a_2^\dagger a_3^\dagger a_4^\dagger=\det(U)\,b_1^\dagger b_2^\dagger b_3^\dagger b_4^\dagger .$$

The operator $A^\dagger$ is the same in both bases, so (2) gives

$$P'=\det(U)\,P. \tag{3}$$

As $|\det U|=1$, the modulus $|P|$ does not depend on the orbitals. A relabelling is a special case and can change only the sign of $P$.

**The condition is sufficient.** Some coefficient is nonzero. Relabel the orbitals so that it is $c_{12}$; by (3) the condition $P=0$ survives. Choose

$$\phi=\left(1,\,0,\,-\frac{c_{23}}{c_{12}},\,-\frac{c_{24}}{c_{12}}\right),\qquad
\chi=(0,\,c_{12},\,c_{13},\,c_{14}). \tag{4}$$

Since $\phi_1=1$ and $\chi_1=0$, equation (1) gives $\phi_1\chi_j=c_{1j}$ for $j=2,3,4$. Since $\phi_2=0$, it gives $-\phi_j\chi_2=c_{2j}$ for $j=3,4$. Five coefficients are therefore correct for any CI vector with $c_{12}\ne0$. The sixth coefficient of the determinant is

$$\phi_3\chi_4-\phi_4\chi_3=\frac{-c_{23}c_{14}+c_{24}c_{13}}{c_{12}},$$

and it differs from the required one by

$$c_{34}-\frac{c_{13}c_{24}-c_{14}c_{23}}{c_{12}}=\frac{P}{c_{12}} .$$

If $P=0$, all six agree. Together with the first part, this proves that a nonzero CI vector is a single determinant exactly when

$$c_{12}c_{34}-c_{13}c_{24}+c_{14}c_{23}=0 .$$

The orbitals in (4) need not be orthonormal. They are linearly independent, and Gram-Schmidt orthonormalization is a mixing of the kind considered above, which changes the determinant by a factor only.

**Connection with the Thouless theorem.** Take $|12\rangle=a_1^\dagger a_2^\dagger|0\rangle$ as reference and let

$$T=\sum_{a=3,4}\ \sum_{i=1,2}t_{ai}\,a_a^\dagger a_i .$$

Then $[T,a_i^\dagger]=\sum_at_{ai}a_a^\dagger$, and this result commutes with $T$. The expansion of $e^Ta_i^\dagger e^{-T}$ therefore stops after the first commutator. Because $e^T|0\rangle=|0\rangle$,

$$e^T|12\rangle=(a_1^\dagger+t_{31}a_3^\dagger+t_{41}a_4^\dagger)(a_2^\dagger+t_{32}a_3^\dagger+t_{42}a_4^\dagger)|0\rangle .$$

Comparison with $\phi$ and $\chi/c_{12}$ from (4) gives

$$t_{31}=-\frac{c_{23}}{c_{12}},\quad t_{41}=-\frac{c_{24}}{c_{12}},\quad t_{32}=\frac{c_{13}}{c_{12}},\quad t_{42}=\frac{c_{14}}{c_{12}} .$$

In these amplitudes the Plücker relation reads $c_{34}/c_{12}=t_{31}t_{42}-t_{41}t_{32}$. An orbital rotation does produce a double excitation, but its amplitude is fixed by the single ones. For a general vector with $c_{12}\ne0$ the excess $c_{34}/c_{12}-(t_{31}t_{42}-t_{41}t_{32})$ equals $P/c_{12}^2$, and this is the part of the double amplitude that the determinant $e^T|12\rangle$ with the same single amplitudes misses. The excess depends on the reference chosen; the distance to the nearest determinant is found in (b). If $c_{12}=0$, no finite $T$ reaches the state from $|12\rangle$, and another reference is needed; the condition $P=0$ itself still applies.

## Solution of (b)

Normalize the state, $\sum_{i<j}|c_{ij}|^2=1$. Among all determinants of orthonormal orbitals, let that of $\phi$ and $\chi$ have the largest weight $W$ in $|\Psi\rangle$. A largest one exists, because the weight is a continuous function on a closed and bounded set. Complete $\phi,\chi$ to an orthonormal basis with two orbitals $\omega,\xi$, and let $c'_{ij}$ be the coefficients in the order $\phi,\chi,\omega,\xi$. Then $W=|c'_{12}|^2>0$.

Suppose $c'_{13}\neq0$. Replace $\chi$ by $(c'_{12}\chi+c'_{13}\omega)/N$ with $N^2=|c'_{12}|^2+|c'_{13}|^2$. The overlap of the new determinant with $|\Psi\rangle$ is

$$\frac{c_{12}'^{*}c'_{12}+c_{13}'^{*}c'_{13}}{N}=N .$$

Its weight $N^2$ exceeds $W$, a contradiction, so $c'_{13}=0$. Using $\xi$ in place of $\omega$ gives $c'_{14}=0$. Replacing $\phi$ instead of $\chi$ gives $c'_{23}=c'_{24}=0$; the new orbital is then $(c'_{12}\phi-c'_{23}\omega)/N$ or its analogue with $\xi$, where the minus sign comes from the order of the two creation operators.

Only $c'_{12}$ and $c'_{34}$ remain. By normalization $|c'_{34}|^2=1-W$, and by (3) $|P|=|c'_{12}c'_{34}|$. Hence $W(1-W)=|P|^2$. Since $1-W$ is itself the weight of a determinant, $W\ge1-W$, which selects the larger root:

$$W=\frac{1+\sqrt{1-4|P|^2}}{2}. \tag{5}$$

So $|P|$ lies between 0, where $W=1$, and $\tfrac12$, where no determinant has more than half the weight. The two remaining determinants share no orbital, so the one-particle density matrix is diagonal in this basis. The natural occupations are $W,W,1-W,1-W$.

## Solution of (c)

**The ground state.** Let $s_A$ and $s_B$ be the STO-3G functions on the two atoms, with overlap $S$. The molecular orbitals are

$$g=\frac{s_A+s_B}{\sqrt{2(1+S)}},\qquad u=\frac{s_A-s_B}{\sqrt{2(1-S)}} .$$

The spin orbitals 1 to 4 are $g\alpha,g\beta,u\alpha,u\beta$. The Hamiltonian is non-relativistic and spin-free, with fixed nuclei, and energies include the nuclear repulsion.

The determinants $g^2$ and $u^2$ are even under inversion, and the four with one electron in each orbital are odd, so the two groups do not mix. The coupling of $g^2$ and $u^2$ is the exchange integral $K=(gu|gu)$, the Coulomb integral of the real charge distribution $gu$ with itself. This is twice the electrostatic self-energy of that distribution and is therefore positive. Write $\Delta=(E_{uu}-E_{gg})/2$ and $\bar E=(E_{gg}+E_{uu})/2$. With $c_{12}=\cos\theta$ and $c_{34}=-\sin\theta$ the energy is

$$E=\bar E-\Delta\cos2\theta-K\sin2\theta .$$

It is lowest when $(\cos2\theta,\sin2\theta)$ is parallel to $(\Delta,K)$:

$$E_0=\bar E-\sqrt{\Delta^2+K^2},\qquad P=c_{12}c_{34}=-\tfrac12\sin2\theta=-\frac{K}{2\sqrt{\Delta^2+K^2}} .$$

Evaluating the integrals over the STO-3G functions gives, in eV:

| | 0.74 angstrom | 2.00 angstrom |
|---|---|---|
| $E_{gg}$ | −30.3886 | −21.3281 |
| $E_{uu}$ | 12.5885 | −14.7290 |
| $K$ | 4.9310 | 7.0515 |
| triplet energy $E_T$ | −14.4431 | −25.1579 |

At 0.74 angstrom $\Delta=21.4885$ eV and $\sqrt{\Delta^2+K^2}=22.047$ eV. Therefore $P=-4.9310/44.094=-0.112$ and $E_0=-8.900-22.047=-30.947$ eV. Equation (5) gives $W=0.987$.

At 2.00 angstrom $\Delta=3.2995$ eV and the root is 7.785 eV. Now $P=-7.0515/15.571=-0.453$, $E_0=-18.029-7.785=-25.814$ eV and $W=0.712$. In both cases $E_0$ lies below $E_T$, so it is the ground state.

As the atoms separate, $g$ and $u$ become equivalent in energy and $\Delta\to0$, while $K$ tends to half the repulsion of two electrons on one atom. Then $|P|\to\tfrac12$, the largest possible value.

**Counting coefficients is no substitute for $P$.** Use the orthonormal orbitals $l=(g+u)/\sqrt2$ and $r=(g-u)/\sqrt2$, concentrated on the two atoms, in the order $l\alpha,l\beta,r\alpha,r\beta$. Since $g=(l+r)/\sqrt2$, the determinant $g^2$ has $c_{12}=c_{14}=c_{34}=\tfrac12$ and $c_{23}=-\tfrac12$. There are four nonzero coefficients, yet $P=\tfrac14-\tfrac14=0$.

The triplet shows the converse. In the orbitals $g,u$ its component with $M=1$ has $c_{13}=1$ and $P=0$. The component with $M=0$ has $c_{14}=c_{23}=1/\sqrt2$ and $P=\tfrac12$. The two have the same energy, but no choice of orbitals turns the second into a determinant.

**The best energy with $P=0$.** Consider the orbitals $\sqrt{1-x}\,g\alpha+\sqrt x\,u\alpha$ and $\sqrt{1-x}\,g\beta-\sqrt x\,u\beta$, with $0\le x\le1$. Equation (1) gives

$$c_{12}=1-x,\quad c_{34}=-x,\quad c_{14}=c_{23}=-\sqrt{x(1-x)},\quad c_{13}=c_{24}=0 .$$

The sign of $c_{34}$ is the one that lowers the energy through $K$. The relation $P=0$ then demands $c_{14}c_{23}=x(1-x)$, which here is supplied by a triplet component of weight $2x(1-x)$. With $D=E_T-K$ the energy is

$$E(x)=(1-x)^2E_{gg}+x^2E_{uu}+2x(1-x)D. \tag{6}$$

No determinant does better than the minimum of (6), as the following bound shows. For any normalized vector with $P=0$, let $a=|c_{12}|$, $b=|c_{34}|$, and let $w=1-a^2-b^2$ be the weight of the other four determinants. Then

$$2ab=2|c_{13}c_{24}-c_{14}c_{23}|\le2|c_{13}||c_{24}|+2|c_{14}||c_{23}|\le w .$$

The energy in the group of four is at least $E_T$ per unit weight. To see this, note that determinants 14 and 23 lack the exchange term $-K$ of determinant 13, so each has mean energy $E_T+K$. Their combinations are the triplet, at $E_T$, and the singlet, which must lie at $E_T+2K$ to preserve the sum. Consequently

$$E\ge a^2E_{gg}+b^2E_{uu}-2abK+wE_T .$$

Put $s=a+b$. Then $s^2=a^2+b^2+2ab\le1$. If $s=0$, the bound is $E_T$. Otherwise write $a=s(1-x)$ and $b=sx$, so that $w=1-s^2+2s^2x(1-x)$, and the bound becomes

$$E\ge s^2E(x)+(1-s^2)E_T .$$

So the lowest determinant energy is the minimum of (6), provided that it lies below $E_T$.

Because $(1-x)^2+x^2+2x(1-x)=1$, equation (6) can be written

$$E(x)=D+(1-x)^2(E_{gg}-D)+x^2(E_{uu}-D).$$

At 0.74 angstrom $D=-19.374$ eV, so $E_{gg}-D$ is negative and $E_{uu}-D$ positive. Both terms then grow with $x$, and the minimum is at $x=0$. The best determinant is $g^2$, the restricted Hartree-Fock state. Its energy is below $E_T$, and it lies 0.559 eV (0.0205 hartree) above full CI.

At 2.00 angstrom $D=-32.209$ eV, $E_{gg}-D=10.881$ eV and $E_{uu}-D=17.480$ eV. Setting the derivative to zero gives

$$x=\frac{E_{gg}-D}{(E_{gg}-D)+(E_{uu}-D)}=\frac{10.881}{28.362}=0.384,$$

$$E(x)=D+\frac{(E_{gg}-D)(E_{uu}-D)}{(E_{gg}-D)+(E_{uu}-D)}=-32.209+6.707=-25.503\ \text{eV},$$

where the last figure comes from the unrounded values. This is below $E_T=-25.158$ eV, as required. The loss relative to full CI is 0.311 eV (0.0114 hartree), against 4.486 eV for $g^2$. The price is a triplet weight $2x(1-x)=0.473$: the determinant is no longer a spin eigenstate.

The loss is smaller at 2.00 than at 0.74 angstrom although $|P|$ is four times as large. $P$ measures distance from a determinant in the state, not in energy. The two criteria also choose different determinants at 2.00 angstrom. The weight of $g^2$ in the ground state is $c_{12}^2=0.712$, equal to the maximum $W$, whereas the determinant of lowest energy has weight 0.527.

These numbers belong to the STO-3G basis and are not converged values for H$_2$. In aug-cc-pVTZ, where there are more than four spin orbitals and the single relation $P=0$ no longer applies, the largest determinant weight is 0.982 at 0.74 and 0.792 at 2.00 angstrom. The unrestricted Hartree-Fock determinant lies 1.08 and 0.48 eV above full CI, and the restricted one 2.60 eV above at 2.00 angstrom. The order of the two losses is unchanged. The equality of the restricted Hartree-Fock weight with $W$ is special to the minimal basis, where symmetry fixes $g$; in aug-cc-pVTZ at 2.00 angstrom that weight is 0.780 against 0.792.

Numbers in the example were calculated in double precision.
